Trap time constant from one harmonic in deep-level transient Fourier spectroscopy

**1. What goes wrong without the result**

A reverse-biased diode has a capacitance of about 38 348 fF. Traps emptying after a filling pulse change it by 234 fF, and the time constant τ of that small change is wanted. The direct way is to subtract the final value B and read the slope of the logarithm of the remainder. Suppose the subtracted value is wrong, so that a constant δ is left over. With Y(t) = A exp(−t/τ), the apparent decay rate is

−d ln|Y + δ|/dt = (1/τ) Y/(Y + δ).

An error of one part in 10⁴ in B is 3.8 fF. After three time constants |Y| has fallen to 234 × 0.0498 = 11.7 fF, and the apparent rate is wrong by +49% or −25%, depending on the sign of δ. The Fourier method gives τ without any value for B or A.

**2. Signal and conventions**

Let the recording window be 0 ≤ t ≤ T_w, starting a delay t₀ after the end of the pulse. The signal is assumed to be

C(t) = B + A exp[−(t + t₀)/τ], A ≠ 0.

The exponential comes from df/dt = −e f for the filled fraction f of one kind of trap, with τ = 1/e, where e is the emission rate. It also requires that the capacitance change be proportional to the trapped charge. A may have either sign. For electron traps in an n-type diode it is negative: trapped electrons reduce the positive space charge, the depletion layer is wider, and the capacitance starts low.

With ω = 2π/T_w and n = 1, 2, 3, …, define

a_n = (2/T_w) ∫₀^{T_w} C(t) cos(nωt) dt,
b_n = (2/T_w) ∫₀^{T_w} C(t) sin(nωt) dt.

Since exp(−iz) = cos z − i sin z, both are contained in

a_n − i b_n = (2/T_w) ∫₀^{T_w} C(t) exp(−inωt) dt.

**3. The baseline drops out of each coefficient**

The constant B contributes a multiple of

∫₀^{T_w} exp(−inωt) dt = [1 − exp(−inωT_w)]/(inω) = 0,

because nωT_w = 2πn. This happens before any ratio is taken: a cosine or sine has zero mean over whole periods. The coefficient with n = 0 has no such protection. The mean a₀/2 is 38 309 fF in the example below, nearly all of it baseline.

**4. The amplitude drops out of the ratio**

The exponential part gives

a_n − i b_n = (2A/T_w) e^{−t₀/τ} ∫₀^{T_w} exp[−(1/τ + inω)t] dt
= (2A/T_w) e^{−t₀/τ} [1 − e^{−T_w/τ} e^{−inωT_w}]/(1/τ + inω).

The last phase factor is again 1. Define

K = (2A/T_w) e^{−t₀/τ} (1 − e^{−T_w/τ}), x = nωτ.

Multiplying numerator and denominator first by τ and then by 1 − ix,

a_n − i b_n = Kτ/(1 + ix) = Kτ(1 − ix)/(1 + x²).

Comparing real and imaginary parts,

a_n = Kτ/(1 + x²), b_n = Kτx/(1 + x²).

Amplitude, sign, delay and the truncation of the tail all sit in the common factor K. Division removes it:

b_n/a_n = nωτ, so **τ = b_n/(nω a_n)**.

The ratio is the tangent of the phase of the harmonic. Changing the size of A rescales both components and leaves the phase alone; changing its sign turns the phase by π, which leaves the tangent unchanged.

Two limits show when the phase is useful. For τ ≪ T_w/(2πn), x is small and b_n ≈ x a_n is the weak component. For τ ≫ T_w, 1 − e^{−T_w/τ} ≈ T_w/τ, so Kτ ≈ 2A e^{−t₀/τ} and

a_n ≈ 2A e^{−t₀/τ}/x², b_n ≈ 2A e^{−t₀/τ}/x.

Now a_n is the weak component: the window sees nearly a straight line, whose slope alone cannot separate A from τ. The formula holds in both limits, but one of its inputs is hard to measure.

**5. A silicon diode at 220 K**

Take an n-type silicon Schottky diode of area S = 1 mm², with N_D = 10¹⁵ cm⁻³ donors and N_T = 2 × 10¹³ cm⁻³ acceptor traps. The trap lies E = 0.44 eV below the conduction band and has capture cross section σ = 10⁻¹⁵ cm².

For the emission rate, let n stand for the density of free electrons (not the harmonic number) and v for their thermal speed. In equilibrium, capture balances emission: σvn(1 − f) = ef. For a nondegenerate band n = N_c exp[−(E_c − E_F)/kT], and with degeneracy factor one f/(1 − f) = exp[(E_F − E_T)/kT]. Hence

e = σ v N_c exp(−E/kT).

Here v = (3kT/m_c)^{1/2} with m_c = 0.258 m_e, and N_c = 1.72 × 10¹⁹ cm⁻³. The result is τ = 35.4 ms.

For A and B, Poisson's equation gives the field at depth x as (1/ε)∫ₓ^W ρ dx′. Integrating it over the depletion width W and exchanging the order of integration gives

V = (1/ε) ∫₀^W xρ(x) dx.

Traps within a distance λ of the depletion edge stay below the Fermi level and remain filled. In that layer the net density is n₀ = N_D − N_T, and λ is where the band has bent by φ, the height of the bulk Fermi level above the trap:

q²n₀λ²/(2ε) = φ = 0.255 eV, so λ = 580 nm.

During the pulse the band bending is 0.6 V, and traps shallower than x₁ = 309 nm stay empty. If s is the filled fraction between x₁ and W − λ, the integral for V becomes

2εV/q = n₀W² + N_T{x₁² + (1 − s)[(W − λ)² − x₁²]}.

At V = 5.6 V and s = 0, W = 2701 nm. A small fast voltage change moves charge at the edge W, so the capacitance is εS/W, and B = 38 348 fF. Solving again with s = 1 and subtracting B gives A = −234 fF. These digits belong to the model with a sharp depletion edge: including the tail of free electrons there raises B by about 0.2% and the size of A by about 2%.

With T_w = 200 ms and t₀ = 2 ms, ω = 31.416 rad/s. Integrating an exponential transient with these A, B and τ gives

a₁ = −34.889 fF, b₁ = −38.823 fF,
τ = 1.11275/(31.416 s⁻¹) = 35.4 ms.

The second harmonic has a₂ = −13.118 fF and b₂ = −29.194 fF, so

τ = 2.2255/(62.832 s⁻¹) = 35.4 ms.

Both signs are negative and cancel. The emission rate is 1/τ = 28.2 s⁻¹.

**6. The window must be complete**

Let a fraction η of the window be missing at its end while ω and the prefactor are unchanged. There the cosine is close to 1 and C is close to B, so

δa_n ≈ −(2/T_w) B ηT_w = −2ηB.

The sine is close to −nω(T_w − t) there, and removing that piece gives δb_n ≈ 2πnη²B, which is of second order.

For η = 10⁻⁴, a loss of 20 µs, δa₁ = −7.67 fF. Then a₁ becomes −42.56 fF and

τ = 38.82/(31.416 × 42.56) s = 29.0 ms,

an error of −18%. The large baseline is harmless over whole periods and harmful otherwise. Subtracting a rough constant beforehand changes nothing for a complete window, but for a short one it replaces B in δa_n by the small remainder.

**7. The baseline must be constant**

Add a linear drift Dt/T_w. Integration by parts gives

∫₀^{T_w} t sin(nωt) dt = −T_w/(nω),
∫₀^{T_w} t cos(nωt) dt = 0.

The cosine coefficient is unaffected, while

δb_n = (2D/T_w²)(−T_w/nω) = −D/(nπ).

For D = 1 fF, δb₁ = −0.318 fF and τ rises by 0.82%. The straight line that a very slow transient resembles is this same signal, so slow traps and drift are hard to tell apart.

**8. Sampled data**

An instrument records N samples at t = kΔ, k = 0, …, N − 1, with Δ = T_w/N. Replace the integrals by sums with prefactor 2/N, and put θ = 2πn/N and r = e^{−Δ/τ}. For 1 ≤ n < N/2 the constant still vanishes, since the N phase factors exp(−iθk) sum to zero. The exponential gives a geometric sum:

Σ_k r^k e^{−iθk} = (1 − r^N)/(1 − r e^{−iθ}).

The denominator is 1 − r cos θ + i r sin θ. Multiplying by its complex conjugate above and below gives the ratio

R = b_n/a_n = r sin θ/(1 − r cos θ).

Collecting the terms in r, R = r(sin θ + R cos θ), hence

r = R/(sin θ + R cos θ), τ = −Δ/ln r.

This inversion has no discretization error for noiseless single-exponential data.

To see the error of using b_n/(nωa_n) with these sums, set d = Δ/τ, so θ = xd. To the order needed, the numerator of R is xd(1 − d) and the denominator is d[1 − d/2 + x²d/2]. Therefore

R ≈ x[1 − (d/2)(1 + x²)].

With N = 500, d/2 = 0.00565 and 1 + x² = 2.238, so the predicted error is −1.26%. The computed value is 34.98 ms, which is −1.25%. With 64 samples the continuous formula gives 32.1 ms, while the discrete one still returns 35.4 ms.

The sample at t = T_w belongs to the next period. Including it would shift a_n by about 2B/N, or 153 fF for N = 500, more than four times |a₁|.

**9. Noise and choice of window**

Let each sample carry independent noise of standard deviation s_n. Since Σcos²(θk) = Σsin²(θk) = N/2, each coefficient has variance

s_c² = (2/N)² s_n² (N/2) = 2s_n²/N.

The two errors are uncorrelated because Σ sin(θk) cos(θk) = 0. For small errors δτ/τ = δb_n/b_n − δa_n/a_n, so the relative standard deviation is

s_τ/τ = s_c (1/a_n² + 1/b_n²)^{1/2}.

For s_n = 2 fF and N = 500, s_c = 0.126 fF and the scatter is 0.49%. A simulation of 4000 noisy records agreed with this prediction to within 1% of its value.

For the first harmonic, insert b₁ = xa₁ and the formula for a₁. With y = T_w/τ and x = 2π/y,

s_τ/τ = s_c e^{t₀/τ}/|A| × (1 + x²)^{3/2} y/[2x(1 − e^{−y})].

At fixed N, noise per sample, A, τ and t₀, the minimum is at T_w ≈ 4.6τ. The example uses 5.65τ. If the sampling interval were fixed instead, N would grow with T_w; the extra factor y^{−1/2} moves the minimum to a longer window.

**10. More than one time constant**

For a sum of exponentials, each component obeys b_{n,i} = nωτ_i a_{n,i}. Adding them,

τ_app = b_n/(nωa_n) = Σ a_{n,i}τ_i / Σ a_{n,i}.

If all amplitudes have the same sign, this is a weighted mean of the τ_i. For two components, the weight of the slow one relative to the fast one varies with n as

[1 + (nωτ_fast)²]/[1 + (nωτ_slow)²],

which falls as n rises. For amplitudes of the same sign, the apparent time constant therefore decreases with n.

Let 20% of the amplitude belong to a second level at 0.42 eV with σ = 2 × 10⁻¹⁵ cm² and τ = 6.17 ms. The first harmonic then gives 33.5 ms and the second 31.1 ms, which are 5.6% and 12% below the main trap's value. Such a disagreement shows that an assumption has failed, but not which one, since drift can also cause it. Agreement within the noise does not prove that there is one exponential.

**11. What the diode model leaves out**

*Nonlinear capacitance.* Neglect x₁ and λ for a moment and let κ = N_T/N_D. Then C is proportional to

(1 − κs)^{1/2} ≈ 1 − κs/2 − κ²s²/8.

The s² term decays with τ/2 and has the sign of the main term, so it lowers τ_app. The full depletion equation gives −0.27%. Halving N_T halves this shift to within about 10%.

*Recapture near the edge.* Free electrons reach into the depletion layer. With recapture,

df/dt = −ef + eg(1 − f),

where g is the ratio of capture to emission rate. Starting from f = 1, the fraction 1/(1 + g) empties, with time constant τ/(1 + g). For parabolic band bending the electron density falls as exp[−(W − x)²/(2L_D²)], where L_D = (εkT/q²n₀)^{1/2} = 112 nm. Since g = 1 at distance λ from the edge,

g = exp{[λ² − (W − x)²]/(2L_D²)}.

By the integral for V, charge at depth x counts in proportion to x. The weighted mean of section 10, with W held fixed, then gives a shift of −1.39%. In fact W shrinks during the transient and the electron tail moves with it, so this shift and that of the nonlinear capacitance do not simply add: solving Poisson's equation together with the trap kinetics gives about −2.1% for both, against −1.7% for their sum.

*Tunnelling.* In a field F the force on the electron is h = qF in magnitude. With β = 1/kT, the thermal density matrix for the potential −hx is

ρ(x,x′) = (m/2πħ²β)^{1/2} exp[−m(x − x′)²/(2ħ²β) + βh(x + x′)/2 + β³ħ²h²/(24m)].

To verify it, write ρ = e^L. Then

L′ = −m(x − x′)/(ħ²β) + βh/2, L″ = −m/(ħ²β),

and −(ħ²/2m)(L″ + L′²) − hx equals −∂L/∂β, as −∂ρ/∂β = Hρ requires. As β → 0, ρ becomes a delta function. At x = x′ the density exceeds its classical value by the factor

exp[ħ²q²F²/(24m(kT)³)].

If capture is proportional to the electron density at the trap, detailed balance raises emission by the same factor. Averaged over four valleys with mass 0.19 m_e and two with 0.92 m_e along the field, and over depth, this shifts τ by −0.78% with the field of the sharp-edge model; with the self-consistent field and the free-electron tail included it is −0.75% to −0.76%. Lattice vibrations at the trap are not included and may change this estimate. An acceptor is neutral after emission, so there is no Coulomb attraction to lower the barrier.

*Temperature.* Since v ∝ T^{1/2} and N_c ∝ T^{3/2}, e ∝ T² exp(−E/kT) and

d ln τ/dT = −(E/kT + 2)/T.

An unnoticed rise of 0.1 K changes τ by −1.1%. The Fourier ratio still reports the actual time constant; the error arises when it is assigned to 220 K.

Breakdown, degeneracy and donor freeze-out are distant limits here; series resistance, leakage current and the response time of the capacitance meter are not treated. The peak field, 0.042 MV/cm, is 14% of a rough breakdown field of 0.3 MV/cm. The bulk carrier density is 6 × 10⁻⁵ of N_c, so the band is nondegenerate, and 0.12% of the bulk donors are neutral.

**12. Beside a real device**

The main trap is set in the regime of the phosphorus-vacancy centre in n-type silicon, and the second in that of the divacancy. Their energies and cross sections are rough values, so 35 ms is an order-of-magnitude guide to the real centre at 220 K: the exponential in e makes τ sensitive to small changes of E. The trap density is 2% of the doping, low enough for the nearly linear response assumed here; strong irradiation can exceed that. Irradiated silicon can contain both centres, which breaks the assumption of one exponential. For the 20% share chosen above, this moves the first-harmonic result by −5.6%, more than any of the single-trap corrections in section 11. The program contains all the input values of the example, and its output lists the main ones.

Numbers as computed

```
temperature: 220 K
trap depth; second trap depth: 0.44 eV; 0.42 eV
capture cross sections: 1e-15 cm2; 2e-15 cm2
donor density: 1e+15 cm^-3
trap density: 2e+13 cm^-3
diode area: 1 mm2
band bending in pulse; in window: 0.6 V; 5.6 V
relative permittivity: 11.7
valley masses: 0.92 m_e; 0.19 m_e
conductivity mass: 0.25833 m_e
band density of states: 1.7231e+19 cm^-3
window; delay: 200 ms; 2 ms
Fermi level above trap: 0.25469 eV
depletion width: 2701.4 nm
filled edge layer: 579.72 nm
inner edge of filled traps: 308.98 nm
baseline B: 38348.03 fF
amplitude A: -234.1 fF
mean of transient a0/2: 38308.99 fF
tau from emission law: 35.4199 ms
omega: 31.4159 rad/s
a1: -34.8889 fF
b1: -38.8226 fF
b1/a1: 1.11275
a2: -13.1179 fF
b2: -29.1938 fF
tau from harmonic 1: 35.4199 ms
tau from harmonic 2: 35.4199 ms
tau from harmonic 3: 35.4199 ms
missing part of window: 0.01 %
tau with short window: 29.035 ms
baseline drift over window: 1 fF
tau shift from drift: 0.82 %
64 samples: continuous formula: 32.148 ms
64 samples: discrete formula: 35.4199 ms
500 samples: continuous formula: 34.976 ms
500 samples: discrete formula: 35.4199 ms
noise per sample, 500 samples: 2 fF
tau scatter predicted: 0.487 %
tau scatter simulated: 0.485 %
best Tw/tau; used Tw/tau: 4.6 ; 5.65
second trap tau: 6.1667 ms
second trap share: 20 %
two traps: tau from harmonic 1: 33.453 ms
two traps: tau from harmonic 2: 31.106 ms
tau shift, nonlinear capacitance: -0.271 %
Debye length: 111.84 nm
tau shift, edge recapture: -1.39 %
peak field: 0.0416 MV/cm
peak field / rough breakdown field: 0.139
tau shift, tunnelling: -0.779 %
tau shift for +0.1 K: -1.14 %
carrier density / band density: 5.69e-05
neutral donor fraction in bulk: 0.122 %
```
